Eliminating Einstein-Cartan torsion: the Hehl-Datta axial contact term

**1. One torsion component and a spinor at rest**

Take a flat tetrad, metric η = diag(1,−1,−1,−1), and a constant connection ω_{cab}. The first index is the form index, and ω is antisymmetric in the last two. Let it be totally antisymmetric with a single independent component, ω_{012} = −s/2. The torsion is

T_{abc} = ω_{bac} − ω_{cab} = −2ω_{abc}, so T_{012} = s.

For a constant connection the curvature contains no derivatives. The traces of ω vanish here, leaving

R = −ω_{bac}ω^{acb} = −ω_{bac}ω^{bac} = −6(s/2)² = −3s²/2.

The second equality uses a cyclic permutation. The factor 6 counts the orderings of 0,1,2, and raising these indices gives η^{00}η^{11}η^{22} = +1. With gravitational Lagrangian −R/(2κ), the torsion contributes 3s²/(4κ).

A Dirac spinor at rest with spin up along z and density n = ψ†ψ couples through (i/4)ω_{cab}ψ̄γ^cγ^aγ^bψ, as derived in section 4. The six orderings contribute equally. Since ψ̄γ⁰γ¹γ²ψ = ψ†γ¹γ²ψ = −in, the coupling is

(i/4)·6·(−s/2)·(−in) = −(3/4)sn.

Hence

L(s) = 3s²/(4κ) − 3sn/4.

No derivative of s appears. This is not merely because s was taken constant: in a flat tetrad the derivative terms of R contain only the traces of ω, which vanish for this component even when s varies. The equation for s is therefore algebraic:

3s/(2κ) − 3n/4 = 0, so s = κn/2.

Substitution gives

L = 3κn²/16 − 3κn²/8 = −3κn²/16.

Spin density produces torsion at the same point, and removing the torsion leaves a quartic spinor interaction. The general calculation must show that, for this spinor, the independent parts of the torsion left out here add nothing; for a general spinor all four axial components can contribute.

**2. Action and conventions**

Set ħ = c = 1 and κ = 8πG. The tetrad e^a_μ and the metric-compatible connection are independent. The Lagrangian, to be multiplied by e = det(e^a_μ), is

L = −R/(2κ) + (i/2)[ψ̄γ^μ∇_μψ − (∇_μψ̄)γ^μψ] − mψ̄ψ.

The definitions are

∇_μψ = ∂_μψ + (1/4)ω_{μab}γ^aγ^bψ,
∇_μψ̄ = ∂_μψ̄ − (1/4)ω_{μab}ψ̄γ^aγ^b,
T^a = de^a + ω^a_b ∧ e^b,
F^{ab}_{μν} = ∂_μω_ν^{ab} − ∂_νω_μ^{ab} + ω_μ^{ac}η_{cd}ω_ν^{db} − ω_ν^{ac}η_{cd}ω_μ^{db},
R = e_a^μ e_b^ν F^{ab}_{μν}.

Also γ5 = iγ⁰γ¹γ²γ³ and ε^{0123} = +1, hence ε_{0123} = −1. The sign of −R/(2κ) belongs to this signature and curvature definition: for a homogeneous, isotropic and spatially flat universe filled with dust it gives energy density 3H²/κ, which is positive, with H the expansion rate. This was tested by varying the lapse.

The result assumes minimal coupling, the real Dirac action above and no further gravitational terms. A Holst term, nonminimal spinor couplings or a kinetic term for torsion would require a new elimination.

**3. Contortion and the three parts of torsion**

Write ω = ω° + K, where ω° is torsion-free. In frame components,

T_{abc} = K_{bac} − K_{cab}.

To invert this, use K_{cba} = −K_{cab} and write the cyclic versions:

T_{bca} = −K_{cab} − K_{abc},
T_{cab} = −K_{abc} + K_{bac}.

Then

T_{abc} + T_{bca} − T_{cab} = −2K_{cab},

K_{cab} = (1/2)(T_{cab} − T_{abc} − T_{bca}).

Define the trace and axial vectors by

V_c = η^{ab}T_{abc}, S^d = (1/6)ε^{abcd}T_{abc},

and decompose

T_{abc} = (1/3)(η_{ab}V_c − η_{ac}V_b) − ε_{abcd}S^d + q_{abc}.

The first coefficient follows from the trace, (4V_c − V_c)/3 = V_c. The second follows from ε^{abcd}ε_{abce} = −6δ^d_e. The remainder q has no trace and no totally antisymmetric part. Because q_{abc} is antisymmetric in b and c, the latter condition reads

q_{abc} + q_{bca} + q_{cab} = 0.

The parts have 4, 4 and 16 components, which add to the 24 components of T.

Inserting each part into the formula for K gives

trace: K_{cab} = (1/3)(η_{ca}V_b − η_{cb}V_a),
axial: K_{cab} = (1/2)ε_{cabd}S^d,
tensor: K_{cab} = q_{cab}.

In the axial case the three cyclic terms are equal, so K = −T/2. In the tensor case −q_{abc} − q_{bca} = q_{cab}, so K = (q + q)/2.

**4. Why only axial torsion couples**

The terms containing K in the two covariant derivatives combine into

L_K = (i/8)K_{cab}ψ̄(γ^cγ^aγ^b + γ^aγ^bγ^c)ψ.

Antisymmetry of K requires a ≠ b. If c equals a or b, γ^c anticommutes with γ^aγ^b and the bracket vanishes. If all three indices differ, γ^c commutes with γ^aγ^b and the bracket is 2γ^cγ^aγ^b. Therefore

L_K = (i/4)K_{cab}ψ̄γ^{cab}ψ,

where γ^{cab} is the totally antisymmetric product. It obeys

γ^{abc} = iε^{abcd}γ_dγ5.

To check this, γ5γ³ = iγ⁰γ¹γ²(γ³)² = −iγ⁰γ¹γ², so γ⁰γ¹γ² = iγ5γ³ = −iγ³γ5 = iγ_3γ5. Likewise γ⁰γ5 = iγ¹γ²γ³, so γ¹γ²γ³ = −iγ_0γ5, in agreement with ε^{1230} = −1. Cyclic relabelling of 1,2,3 gives the remaining cases.

Define A^a = ψ̄γ^aγ5ψ. Then

L_K = −(1/4)ε^{cabd}K_{cab}A_d.

Each cyclic copy of T in K contracts with ε to 6S^d, so

ε^{cabd}K_{cab} = (1/2)(6 − 6 − 6)S^d = −3S^d,

L_K = (3/4)S_aA^a.

V and q have dropped out identically, before any field equation is used.

The real action is essential. The one-sided form iψ̄γ^μ∇_μψ contains the additional K term

(i/8)K_{cab}ψ̄[γ^c,γ^aγ^b]ψ.

Moving γ^c through the product gives [γ^c,γ^aγ^b] = 2η^{ca}γ^b − 2η^{cb}γ^a. The two pieces are equal after contraction with K, and section 3 gives η^{ca}K_{cab} = V_b. The extra term is therefore (i/2)V_bψ̄γ^bψ, an imaginary coupling to the trace. An implementation that starts from the one-sided action does not have the torsion equations derived here.

**5. The curvature as a quadratic form in torsion**

Inserting ω° + K into F gives the torsion-free curvature, a part linear in K and a part quadratic in K. The linear part of R is

∇°_aK_b^{ab} − ∇°_bK_a^{ab},

because the tetrad is covariantly constant under the torsion-free connection. The traces are K_a^{ab} = V^b and K_b^{ab} = −V^a, so this part equals −2∇°_aV^a. Multiplied by e it is a total derivative.

The quadratic part is

Q = K^a_{ac}K_b^{cb} − K_{bac}K^{acb}.

The first product is V_c(−V^c) = −V², where V² = V_aV^a. In the second product the cross terms vanish: the trace part of K contracts the other parts to traces, which are zero, and the axial part selects the totally antisymmetric part of q, also zero. The three parts can be treated separately.

For the trace part,

K_{bac}K^{acb} = (1/9)(η_{ba}V_c − η_{bc}V_a)(η^{ac}V^b − η^{ab}V^c)
= (1/9)(1 − 4 − 1 + 1)V² = −V²/3.

Its total contribution is −V² + V²/3 = −2V²/3.

For the axial part, cyclic symmetry gives K_{bac}K^{acb} = K_{bac}K^{bac}. This equals (1/4)(−6)S² = −3S²/2, and its contribution to Q is +3S²/2.

For the tensor part, multiply the cyclic identity by q^{abc}:

q_{abc}q^{abc} + q_{bca}q^{abc} + q_{cab}q^{abc} = 0.

The last two terms are equal by relabelling, so each is −(1/2)q_{abc}q^{abc}. The product K_{bac}K^{acb} is of this type, and the contribution to Q is +(1/2)q_{abc}q^{abc}. Altogether,

R = R° − 2∇°_aV^a − (2/3)V² + (3/2)S² + (1/2)q_{abc}q^{abc}.

This identity was tested with a nonconstant tetrad and position-dependent torsion. At the test point the direct curvature and the expansion both give −3.309974, while the torsion-free curvature alone is −2.229168.

**6. Elimination**

Up to the divergence, the torsion-dependent Lagrangian is

L_T = V²/(3κ) − (3/(4κ))S² − q_{abc}q^{abc}/(4κ) + (3/4)S_aA^a.

Varying V gives V = 0. Varying q gives q = 0: the metric contraction is nondegenerate on all tensors, and the three parts are mutually orthogonal, so it is nondegenerate on the q space too. For the axial part,

−(3/(2κ))S^a + (3/4)A^a = 0, so S^a = κA^a/2.

Completing the square shows the same result without substitution:

−(3/(4κ))S² + (3/4)S_aA^a
= −(3/(4κ))(S − κA/2)² + (3κ/16)A_aA^a.

The first term on the right vanishes at the solution. The reduced Lagrangian is

L = −R°/(2κ) + L_Dirac° + (3κ/16)(ψ̄γ_aγ5ψ)(ψ̄γ^aγ5ψ).

For reconstruction of the connection,

T_{abc} = −(κ/2)ε_{abcd}A^d,
K_{cab} = (κ/4)ε_{cabd}A^d.

The quadratic form is indefinite, so this is a stationary point and not a minimum. What matters is invertibility. The 24 connection equations were also solved directly, without the decomposition; the Hessian of Q, which determines whether they can be solved, has smallest absolute eigenvalue 2 in the chosen component basis.

Varying ψ̄ in the contact term gives two equal contributions:

δ[(3κ/16)A_aA^a] = (3κ/8)A_a δψ̄γ^aγ5ψ.

The spinor equation is therefore the Hehl-Datta equation,

iγ^μ∇°_μψ − mψ + (3κ/8)A_aγ^aγ5ψ = 0.

The reduced action may also be varied with respect to the tetrad. The implicit change of torsion contributes nothing at first order, because the action is stationary in the torsion. The contact term must be kept in that variation.

Bilinears of anticommuting fields commute with one another, so the square can be completed for them as well. This does not settle operator ordering or renormalization in a quantum theory.

**7. Sign for a commuting spinor**

Split the vector current into its two chiral parts, j = j_R + j_L; then A = ±(j_R − j_L), the sign depending on labels. For a commuting two-component spinor χ, the length of χ†σχ equals χ†χ, so each chiral current is null and future-directed. Hence

j² = 2j_R·j_L ≥ 0, A² = −2j_R·j_L = −j² ≤ 0.

The contact term has no time derivatives, so in a flat frame its contribution to the Hamiltonian density is −L_contact = −(3κ/16)A² ≥ 0. It vanishes when j_R·j_L = 0, that is, for a spinor of one chirality and also when the two null currents are parallel.

As a component check, set κ = 1 and take ψ = (1, 0.5i, 0.3, −0.2) in the Dirac representation. For example,

A³ = 1² − 0.5² + 0.3² − 0.2² = 0.80.

The full current is A = (0.60, −0.12, 1.00, 0.80), so S = (0.30, −0.06, 0.50, 0.40), and

A² = 0.3600 − 0.0144 − 1.0000 − 0.6400 = −1.2944,
L_contact = (3/16)(−1.2944) = −0.2427.

The direct solution of the 24 equations gives the same value, with trace and tensor torsion zero to rounding.

**8. Slow quantized fermions**

For slow particles A⁰ is suppressed by velocity over c, and the spatial part becomes φ†σφ, which is twice the spin density; here φ is the two-component field. The normal-ordered contact Hamiltonian density is

H_contact = (3κ/16) :(φ†σφ)·(φ†σφ):.

A two-body potential U enters a second-quantized Hamiltonian with a factor 1/2. Comparison gives

U(r) = (3κ/8)σ₁·σ₂δ³(r).

Two identical fermions in a spin triplet have an antisymmetric spatial wave function, which vanishes at r = 0, so the contact term does not act at leading order in velocity over c. In the singlet σ₁·σ₂ = −3, and

U_singlet(r) = −(9κ/8)δ³(r).

This is attractive, whereas the commuting field has a nonnegative contact energy. There is no contradiction: a polarized commuting field has positive contact energy, but at leading order in velocity over c, antisymmetry allows two identical fermions to meet at a point only in the singlet, where σ₁·σ₂ is negative. The classical sign should not be carried over to an electron gas.

**9. Magnitudes in SI units**

Restore constants with κ = 8πG/c⁴ = 2.0766×10⁻⁴³ N⁻¹ and replace A by ħcA, where A is now a number density. Take a commuting field at rest, polarized along z, with n = 10³⁰ m⁻³ and the electron mass. Its torsion is

S³ = κħcn/2 = 3.2827×10⁻³⁹ m⁻¹,

and T_{012} = S³, as in section 1. The contact energy density can be written in terms of the torsion:

u = (3κ/16)(ħcn)² = 3(S³)²/(4κ)
= 0.75(3.2827×10⁻³⁹)²/(2.0766×10⁻⁴³) J/m³
= 3.892×10⁻³⁵ J/m³.

The rest energy density is 8.187×10¹⁶ J/m³, so the ratio is 4.754×10⁻⁵². Contact energy grows as n² and rest energy as n. They become equal at

n_c = 10³⁰/(4.7537×10⁻⁵²) m⁻³ = 2.104×10⁸¹ m⁻³,

which corresponds to a rest-mass density of 1.916×10⁵¹ kg/m³ and a spacing n_c^(−1/3) = 7.80×10⁻²⁸ m. This is a scale of the classical commuting-field model, not a prediction for electrons at that density.

For two slow electrons, the strength follows from u/n² = (3/16)κ(ħc)². The singlet needs the factor 2(−3) = −6:

g = −6 × 3.892×10⁻⁹⁵ J m³ = −2.335×10⁻⁹⁴ J m³.

Place both electrons in the orbital |φ(r)|² = exp(−r²/b²)/(π^(3/2)b³), with b = 0.1 nm. The Gaussian integral is

∫|φ|⁴d³r = (πb²/2)^(3/2)/(π³b⁶) = 1/[(2π)^(3/2)b³] = 0.063494/b³.

The first-order shift is

ΔE = (−2.335×10⁻⁹⁴)(0.063494)/(10⁻³⁰) J
= −1.483×10⁻⁶⁵ J = −9.25×10⁻⁴⁷ eV.

This is the contact contribution alone; the Coulomb repulsion and all other interactions of the pair are left out. At atomic densities the term can be dropped from any practical electronic-structure calculation. The numerical output lists the main values used here.

Computed results

```
TESTS, dimensionless
Largest trace-torsion coupling entry: 0.0e+00
Largest tensor-torsion coupling entry: 1.8e-16
Largest axial-torsion coupling entry: 1.600795
Curvature with torsion, direct: -3.309974
Curvature with torsion, expansion: -3.309974
Torsion-free curvature at same point: -2.229168
Connection equations: 24
Smallest absolute Hessian eigenvalue: 2.000000
SPINOR EXAMPLE, kappa = 1, dimensionless
Spinor components: 1.0+0.0j, 0.0+0.5j, 0.3+0.0j, -0.2+0.0j
Vector current j^0..j^3: 1.380000, -0.400000, 0.300000, 0.600000
Axial current A^0..A^3: 0.600000, -0.120000, 1.000000, 0.800000
Axial torsion S^0..S^3: 0.300000, -0.060000, 0.500000, 0.400000
A_a A^a: -1.294400
Contact Lagrangian from 24 equations: -0.242700
Contact Lagrangian from formula: -0.242700
Largest trace-torsion component: 0.0e+00
Largest tensor-torsion component: 5.6e-17
POLARIZED COMMUTING FIELD AT REST
Gravitational coupling kappa: 2.076647e-43 1/N
Number density: 1.000e+30 1/m^3
Electron mass: 9.109384e-31 kg
Axial torsion S^3: 3.282688e-39 1/m
T_012 divided by S^3: 1.000000
Contact energy density: 3.891865e-35 J/m^3
Rest energy density: 8.187106e+16 J/m^3
Contact/rest energy ratio: 4.753652e-52
Density of equal energies: 2.103646e+81 1/m^3
Mass density there: 1.916292e+51 kg/m^3
Mean spacing there: 7.804453e-28 m
SLOW QUANTIZED ELECTRON PAIR
sigma1.sigma2, singlet: -3.000000
sigma1.sigma2, triplet: 1.000000
Normal-ordered spin square, pair: -6.000000
Singlet contact strength: -2.335119e-94 J m^3
Gaussian width b: 0.100 nm
b^3 times integral of |phi|^4: 0.063494
First-order singlet shift: -1.482652e-65 J
First-order singlet shift: -9.253986e-47 eV
```
